# Symmetry reduction of the double k sum in exact exchange, part 1

(Sections cited here and not found follow in the second part.)

## Part I. Orbitals on a symmetric mesh

### 1. Three points on a line

Take a one-dimensional crystal with one filled band, a real Hamiltonian, and three mesh points $0$, $\kappa$ and $-\kappa$, where $\kappa$ is one third of the reciprocal lattice constant. The exchange energy per cell is a double sum over these points,

$$E_x=-\frac19\sum_{k,q}X(k,q),$$

where $X(k,q)$ collects the exchange between the orbital at $k$ and the orbital at $q$. Section 3 derives its form. Two properties are enough here. Exchange is mutual, so $X(k,q)=X(q,k)$. Complex conjugation turns an orbital at $k$ into one at $-k$, and conjugating both orbitals leaves their exchange unchanged, so $X(-k,-q)=X(k,q)$.

The nine terms therefore take four values:

- $a=X(0,0)$, which occurs once;
- $b=X(0,\kappa)$, which occurs four times;
- $c=X(\kappa,\kappa)=X(-\kappa,-\kappa)$, which occurs twice;
- $d=X(\kappa,-\kappa)=X(-\kappa,\kappa)$, which occurs twice.

The full sum is $a+4b+2c+2d$. Now let the outer index run over $0$ and $\kappa$ alone, with weights 1 and 2, and keep all three points in the inner sum:

$$1\,(a+b+b)+2\,(b+c+d)=a+4b+2c+2d .$$

The result is unchanged. If both sums are restricted to $0$ and $\kappa$, with a weight for each index, one finds instead

$$a+2b+2b+4c=a+4b+4c .$$

The excess is $2(c-d)$. The value $d$, which belongs to two different points, has been replaced by $c$, which belongs to a point paired with itself. Symmetry relates pairs of points, and a pair is not fixed by the two stars to which its members belong.

The orbital at $-\kappa$ is still needed, but it requires no new diagonalization: it is the conjugate of the orbital at $\kappa$. In three dimensions rotations and fractional translations join conjugation, and the bands may be degenerate or partly filled.

### 2. Setting and conventions

Atomic units are used in the algebra. The crystal is spin-unpolarized, without spin-orbit coupling or magnetic field. Its cell has volume $\Omega$, and the mesh has $N$ points. An orbital is

$$\psi_{n\mathbf k}(\mathbf r)=\frac1{\sqrt\Omega}\sum_{\mathbf G}c_{n\mathbf k}(\mathbf G)\,e^{i(\mathbf k+\mathbf G)\cdot\mathbf r},\qquad \sum_{\mathbf G}|c_{n\mathbf k}(\mathbf G)|^2=1,$$

so it is normalized to one in the cell. Its occupation $f_{n\mathbf k}$ lies between 0 and 1 and applies to each spin. In a metal it is taken from a Fermi-Dirac function of the orbital energy. The density matrix, summed over spin, is

$$\gamma(\mathbf r,\mathbf r')=\frac2N\sum_{n\mathbf k}f_{n\mathbf k}\,\psi_{n\mathbf k}(\mathbf r)\,\psi^*_{n\mathbf k}(\mathbf r').$$

Its diagonal integrates over the cell to $(2/N)\sum f_{n\mathbf k}$, the number of electrons per cell.

Each spin has the density matrix $\gamma/2$ and contributes $-\tfrac12\iint|\gamma/2|^2v$ to the exchange energy. The two spins together give, per cell,

$$E_x=-\frac14\int_{\rm cell}d\mathbf r\int d\mathbf r'\,|\gamma(\mathbf r,\mathbf r')|^2\,v(\mathbf r-\mathbf r'). \tag{1}$$

The second integral covers all space. With fractional occupations, equation (1) is the mean-field definition of exchange used here.

### 3. From the density matrix to a sum over pairs

Multiply $\gamma$ by its conjugate, using labels $n\mathbf k$ in the first factor and $m\mathbf q$ in the second:

$$|\gamma|^2=\frac4{N^2}\sum_{n\mathbf k}\sum_{m\mathbf q}f_{n\mathbf k}f_{m\mathbf q}\,P(\mathbf r)P^*(\mathbf r'),\qquad P(\mathbf r)=\psi^*_{m\mathbf q}(\mathbf r)\psi_{n\mathbf k}(\mathbf r).$$

Insert the plane waves into $P$. The exponent contains $\mathbf k-\mathbf q+\mathbf G''-\mathbf G'$, where $\mathbf G''$ belongs to $\psi_{n\mathbf k}$ and $\mathbf G'$ to $\psi_{m\mathbf q}$. With $\mathbf G''=\mathbf G'+\mathbf G$,

$$P(\mathbf r)=\frac1\Omega\sum_{\mathbf G}\rho_{n\mathbf k,m\mathbf q}(\mathbf G)\,e^{i(\mathbf k-\mathbf q+\mathbf G)\cdot\mathbf r},$$

$$\rho_{n\mathbf k,m\mathbf q}(\mathbf G)=\sum_{\mathbf G'}c^*_{m\mathbf q}(\mathbf G')\,c_{n\mathbf k}(\mathbf G'+\mathbf G). \tag{2}$$

Let $v(\mathbf p)=\int d\mathbf s\,v(\mathbf s)e^{-i\mathbf p\cdot\mathbf s}$, and let the interaction be even, so that $v(-\mathbf p)=v(\mathbf p)$. The substitution $\mathbf r'=\mathbf r-\mathbf s$ gives

$$\int d\mathbf r'\,e^{-i\mathbf p\cdot\mathbf r'}v(\mathbf r-\mathbf r')=e^{-i\mathbf p\cdot\mathbf r}\int d\mathbf s\,e^{i\mathbf p\cdot\mathbf s}v(\mathbf s)=e^{-i\mathbf p\cdot\mathbf r}v(\mathbf p).$$

The remaining integral over the cell is $\int_{\rm cell}e^{i(\mathbf G-\mathbf G')\cdot\mathbf r}d\mathbf r=\Omega\,\delta_{\mathbf G\mathbf G'}$. Two factors $1/\Omega$ from the pair densities and one factor $\Omega$ from this integral leave $1/\Omega$. The prefactor is $-\tfrac14\cdot4/N^2=-1/N^2$. Hence

$$E_x=-\frac1{N^2}\sum_{\mathbf k,\mathbf q}X(\mathbf k,\mathbf q), \tag{3}$$

$$X(\mathbf k,\mathbf q)=\frac1\Omega\sum_{nm}f_{n\mathbf k}f_{m\mathbf q}\sum_{\mathbf G}v(\mathbf k-\mathbf q+\mathbf G)\,|\rho_{n\mathbf k,m\mathbf q}(\mathbf G)|^2. \tag{4}$$

Exchanging the two orbitals replaces $P$ by $P^*$. This reverses every wave vector and conjugates its amplitude, so $X(\mathbf k,\mathbf q)=X(\mathbf q,\mathbf k)$, as used in section 1.

For the bare Coulomb interaction $v(\mathbf p)=4\pi/p^2$, the term with $\mathbf k=\mathbf q$, $n=m$ and $\mathbf G=0$ diverges on a mesh and needs a separate treatment. The short-range interaction $\operatorname{erfc}(\omega r)/r$ of screened hybrid functionals has

$$v(\mathbf p)=\frac{4\pi}{p^2}\left(1-e^{-p^2/4\omega^2}\right)\;\longrightarrow\;\frac{\pi}{\omega^2}\qquad(p\to0),$$

because the bracket tends to $p^2/4\omega^2$. The reduction requires $v(S\mathbf p)=v(\mathbf p)$ for every rotation $S$ of the crystal. A function of $|\mathbf p|$ satisfies this. Any correction of the Coulomb singularity must satisfy it too.

### 4. Rotating a Bloch orbital

A space-group operation $g=\{S|\mathbf t\}$ takes $\mathbf r$ to $S\mathbf r+\mathbf t$. Here $S$ is a proper or improper rotation, and $\mathbf t$ may be a fraction of a lattice vector. On a function it acts as

$$(g\psi)(\mathbf r)=\psi\big(S^{-1}(\mathbf r-\mathbf t)\big). \tag{5}$$

The value that $\psi$ had at a point is carried to the image of that point.

Let the one-electron Hamiltonian be $-\tfrac12\nabla^2+V$, with $V(S\mathbf r+\mathbf t)=V(\mathbf r)$. The Laplacian is unchanged by rotations and translations. For the potential, put $\mathbf s=S^{-1}(\mathbf r-\mathbf t)$, so that $\mathbf r=S\mathbf s+\mathbf t$. Then

$$(gV\psi)(\mathbf r)=V(\mathbf s)\psi(\mathbf s)=V(\mathbf r)\,(g\psi)(\mathbf r).$$

Thus $g$ commutes with the Hamiltonian, and $g\psi$ is an eigenfunction with the same energy as $\psi$. A hybrid functional also has a nonlocal exchange operator in its Hamiltonian; section 11 shows that this operator commutes with $g$ as well.

To find the coefficients, write $\mathbf p=\mathbf q+\mathbf G$ and label each coefficient by this full vector. Since $S$ is orthogonal, $\mathbf p\cdot S^{-1}\mathbf x=(S\mathbf p)\cdot\mathbf x$, and

$$e^{i\mathbf p\cdot S^{-1}(\mathbf r-\mathbf t)}=e^{-iS\mathbf p\cdot\mathbf t}\,e^{iS\mathbf p\cdot\mathbf r}.$$

The rotated orbital therefore has

$$c'(S\mathbf p)=e^{-iS\mathbf p\cdot\mathbf t}\,c(\mathbf p). \tag{6}$$

Its wave vector is $S\mathbf q$. A plane-wave basis defined by $|\mathbf q+\mathbf G|^2/2<E_{\rm cut}$ respects this relation, because a rotation preserves the length of $\mathbf p$.

The phase in (6) splits into $e^{-iS\mathbf q\cdot\mathbf t}$ and $e^{-iS\mathbf G\cdot\mathbf t}$. The first factor is common to all coefficients of the orbital and has no effect on exchange. The second differs from one plane wave to another and shifts the orbital in space. It cannot be dropped when $\mathbf t$ is fractional.

### 5. Folding into the mesh

The vector $S\mathbf q$ may lie outside the chosen set of mesh vectors. If the mesh is invariant under $S$, there is a mesh vector $\mathbf q'$ and a reciprocal lattice vector $\mathbf G_0$ with

$$S\mathbf q=\mathbf q'+\mathbf G_0 .$$

Then $S\mathbf p=S\mathbf q+S\mathbf G=\mathbf q'+(S\mathbf G+\mathbf G_0)$, and (6) becomes

$$c_{\mathbf q'}(S\mathbf G+\mathbf G_0)=e^{-iS\mathbf p\cdot\mathbf t}\,c_{\mathbf q}(\mathbf G). \tag{7}$$

Folding changes the label of each plane wave and leaves the function as it was. If $\mathbf G_0$ is omitted from the label, the periodic part of the orbital is attached to the wrong Bloch phase, and the pair density (2) is wrong.

### 6. Time reversal

Without spin-orbit coupling or magnetic field the Hamiltonian is real. The conjugate $\psi^*$ is then an eigenfunction with the same energy. Conjugating a plane-wave expansion conjugates each coefficient and reverses each wave vector:

$$c'(-\mathbf p)=c^*(\mathbf p). \tag{8}$$

If a space-group operation is followed by conjugation, (6) and (8) combine to

$$c'(-S\mathbf p)=\left[e^{-iS\mathbf p\cdot\mathbf t}\,c(\mathbf p)\right]^*. \tag{9}$$

For folding, write $-S\mathbf q=\mathbf q'+\mathbf G_0$. The new reciprocal lattice label is then $-S\mathbf G+\mathbf G_0$.

In a crystal with an inversion centre, some space-group operation already takes $\mathbf q$ to $-\mathbf q$, and time reversal adds no new relation between mesh points. In a crystal without one it can join points that rotations leave separate. With spin-orbit coupling the spinor must also be rotated, and in a magnetic crystal conjugation alone may fail to be a symmetry. Equations (8) and (9) do not cover those cases.

### 7. Degenerate levels and occupations

An orbital generated at $\mathbf q'$ need not equal the one that a diagonalization at $\mathbf q'$ would return. Within a degenerate level the two sets differ by a unitary matrix,

$$\psi'_m=\sum_l\psi_l\,U_{lm}.$$

For a nondegenerate level $U$ is a single phase. If all members of the level have the same occupation $f$,

$$\sum_m f\,\psi'_m(\mathbf r)\psi'^*_m(\mathbf r')=f\sum_{ll'}\psi_l(\mathbf r)\psi^*_{l'}(\mathbf r')\sum_mU_{lm}U^*_{l'm}=f\sum_l\psi_l(\mathbf r)\psi^*_l(\mathbf r'), \tag{10}$$

because $UU^\dagger=1$. The density matrix does not depend on the choice of orbitals within the level. The same step, applied to $\sum_mf_m|\rho_{n\mathbf k,m\mathbf q}|^2$ and then to the sum over $n$, shows that $X(\mathbf k,\mathbf q)$ does not depend on it either.

The condition is that occupation depends on energy alone. A Fermi-Dirac function meets it. A rule that fills a fixed number of bands at each point can divide a degenerate level, and (10) then fails.

### 8. A forced pair on the zone face

Some crystals have such levels over a whole face of the zone. Let the lattice be spanned by $c\hat{\mathbf z}$ and two vectors in the $xy$ plane, and let the crystal possess the twofold screw $(x,y,z)\to(-x,-y,z+c/2)$. Denote this operation by $g$, conjugation by $T$, and their product by $\theta=Tg$. For $\mathbf k=(k_x,k_y,\pi/c)$ the screw gives $(-k_x,-k_y,\pi/c)$, and conjugation then gives $(k_x,k_y,-\pi/c)$. This differs from $\mathbf k$ by the reciprocal lattice vector $(0,0,2\pi/c)$, so $\theta$ maps orbitals at $\mathbf k$ to orbitals at the same $\mathbf k$.

Since $T$ commutes with $g$ and $T^2=1$ for these orbitals, $\theta^2=g^2$. Two screws make a translation by $c$ along $z$, and by (5)

$$(\theta^2\psi)(\mathbf r)=\psi(\mathbf r-c\hat{\mathbf z})=e^{-ik_zc}\psi(\mathbf r)=-\psi(\mathbf r).$$

The operation $\theta$ contains a conjugation, so $\langle\theta a|\theta b\rangle=\langle a|b\rangle^*$. With $a=\psi$ and $b=\theta\psi$ the left side is $\langle\theta\psi|\theta^2\psi\rangle=-\langle\theta\psi|\psi\rangle$, and the right side is $\langle\psi|\theta\psi\rangle^*=\langle\theta\psi|\psi\rangle$. Therefore

$$\langle\theta\psi|\psi\rangle=0 .$$

The orbitals $\psi$ and $\theta\psi$ have the same energy and are orthogonal. Every level on this face has an even number of members, so in order of energy the third and fourth levels coincide. A crystal of this kind with six electrons per cell has no gap between its third and fourth bands, within a mean-field description that keeps these symmetries. Filling three bands at each point would cut a pair on the face.

## Part II. The exchange sum and a model metal

### 9. Symbols and results carried over

The mesh has $N$ points, the cell has volume $\Omega$, and $f_{n\mathbf k}$ is the occupation of orbital $\psi_{n\mathbf k}$ for each spin, a function of its energy alone. The exchange energy per cell is

$$E_x=-\frac1{N^2}\sum_{\mathbf k,\mathbf q}X(\mathbf k,\mathbf q),\qquad X(\mathbf k,\mathbf q)=\frac1\Omega\sum_{nm}f_{n\mathbf k}f_{m\mathbf q}\sum_{\mathbf G}v(\mathbf k-\mathbf q+\mathbf G)|\rho_{n\mathbf k,m\mathbf q}(\mathbf G)|^2,$$

where $\rho_{n\mathbf k,m\mathbf q}$ holds the Fourier amplitudes of the pair density $P=\psi^*_{m\mathbf q}\psi_{n\mathbf k}$. The interaction satisfies $v(S\mathbf p)=v(-\mathbf p)=v(\mathbf p)$. A space-group operation $g=\{S|\mathbf t\}$ gives $(g\psi)(\mathbf r)=\psi(S^{-1}(\mathbf r-\mathbf t))$, or $c'(S\mathbf p)=e^{-iS\mathbf p\cdot\mathbf t}c(\mathbf p)$ with $\mathbf p=\mathbf q+\mathbf G$. Time reversal gives $c'(-\mathbf p)=c^*(\mathbf p)$. The choice of orbitals within a degenerate level does not affect $X$.

From here on $g$ may include time reversal, and $g\mathbf k$ denotes $S\mathbf k$ or $-S\mathbf k$, folded into the mesh. The mesh is assumed to be mapped onto itself by all operations used.

The exchange energy is now a double sum over mesh points, and symmetry-related orbitals can be generated from one another with the correct phases, conjugation and folding. It remains to show how far symmetry reduces each of the two sums, and to test the reduction on a model metal.
